# One-Photon Exchange Between Bound Dirac Electrons in Feynman Gauge

## 1. Definitions and conventions

Hartree atomic units are used ($\hbar=m_e=e=1$, $c\approx137.036$), with Gaussian potentials $A^\mu=(\varphi,\mathbf A)$ and metric $g^{\mu\nu}=\mathrm{diag}(1,-1,-1,-1)$. Each electron has charge $-1$ and moves in a fixed, static background with Hamiltonian
$$h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+U(\mathbf r),\qquad h\psi_n=E_n\psi_n ,$$
where $U$ is a local potential. The field operator $\psi(x)$, $x=(t,\mathbf r)$, is expanded in these orbitals, so the background is included from the start. The letters $a,b,c,d$ label bound electron orbitals, with $a\ne b$ and $c\neq d$; as a factor, $c$ is the speed of light.

Coupling charge $-1$ to the photon field replaces $c\boldsymbol\alpha\cdot\mathbf p$ by $c\boldsymbol\alpha\cdot(\mathbf p+\mathbf A/c)$ and adds $-\varphi$. With $\alpha^\mu=(1,\boldsymbol\alpha)$,
$$H_{\rm int}(t)=-\int d^3r\,\psi^\dagger(\varphi-\boldsymbol\alpha\cdot\mathbf A)\psi=-\int d^3r\,\psi^\dagger\alpha_\mu\psi\,A^\mu .$$

In Feynman gauge all four components are independent oscillators:
$$A^\mu(x)=\int\!\frac{d^3k}{(2\pi)^3}\sqrt{\frac{2\pi c}{k}}\left[a^\mu_{\mathbf k}e^{i\mathbf k\cdot\mathbf r-ickt}+\text{h.c.}\right],\qquad [a^\mu_{\mathbf k},a^{\nu\dagger}_{\mathbf k'}]=-g^{\mu\nu}(2\pi)^3\delta(\mathbf k-\mathbf k').$$
The amplitude $N=\sqrt{2\pi c/k}$ follows from the energy of a transverse mode: $(E^2+B^2)/8\pi$, integrated over space, gives $k^2N^2(2n+1)/4\pi$, which must equal $ck(n+\tfrac12)$. The scalar component enters the Feynman-gauge Lagrangian with the opposite sign, hence the factor $-g^{\mu\nu}$.

Two-electron matrix elements are $\langle cd|V|ab\rangle=\iint\psi_c^\dagger(1)\psi_d^\dagger(2)\,V\,\psi_a(1)\psi_b(2)$, and $r=|\mathbf r_1-\mathbf r_2|$.

## 2. The propagator

**Lemma 1.** With $\tau=t-t'$ and $r=|\mathbf r-\mathbf r'|$,
$$\langle T A^\mu(x)A^\nu(x')\rangle=i g^{\mu\nu}\int\frac{dz}{2\pi}\,e^{-iz\tau}\,\frac{e^{i|z|r/c}}{r}.$$

*Proof.* For $\tau>0$ the commutator leaves one term per mode. For $\tau<0$ the operators stand in the other order, which, after $\mathbf k\to-\mathbf k$, replaces $\tau$ by $-\tau$. Both cases read
$$\langle TA^\mu A^\nu\rangle=-g^{\mu\nu}\int\frac{d^3k}{(2\pi)^3}\frac{2\pi c}{k}e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}e^{-ick|\tau|}.$$
Put $w=ck$ and add a small damping $\eta$. The two half-lines give
$$\int d\tau\,e^{iz\tau-iw|\tau|-\eta|\tau|}=\frac{i}{z-w+i\eta}+\frac{i}{-z-w+i\eta}\;\to\;\frac{2iw}{z^2-w^2+i0}.$$
The frequency-space factor is therefore
$$-g^{\mu\nu}\,\frac{2\pi c}{k}\,\frac{2ick}{z^2-c^2k^2+i0}=i g^{\mu\nu}\frac{4\pi}{k^2-z^2/c^2-i0}.$$
For the $\mathbf k$ integral let $q^2=z^2/c^2+i0$ with $\mathrm{Im}\,q>0$, so that $q=|z|/c+i0$ for either sign of $z$. The angular integration gives $4\pi\sin(kr)/(kr)$. The remaining integrand is even in $k$, and the cosine part of $k\,e^{ikr}$ is odd, so
$$4\pi\!\int\!\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2-q^2}=\frac{2}{\pi r}\int_0^\infty\!\frac{k\sin kr}{k^2-q^2}dk=\frac{1}{i\pi r}\int_{-\infty}^{\infty}\!\frac{k\,e^{ikr}}{k^2-q^2}dk=\frac{e^{iqr}}{r}.$$
In the last step the contour is closed above, where the pole at $k=q$ has residue $e^{iqr}/2$. $\square$

The modulus of $z$ comes from time ordering: whichever electron emits, the wave is outgoing. For $z>0$ the phase is $e^{-iz(\tau-r/c)}$ and the wave runs from $x'$ to $x$; for $z<0$ it is $e^{-i|z|(-\tau-r/c)}$ and the wave runs from $x$ to $x'$. Without the modulus the phase would be $e^{-iz(\tau-r/c)}$ for both signs. That is the retarded function, which always runs from $x'$ to $x$, and for $z<0$ it would converge on the point $x$ that gives up the energy. The numerical check transforms the time-ordered function directly at $z=\pm1.3$, $r=0.8$ (with $c=1$) and finds the stated form for both signs, within $2.1\times10^{-4}$ on a value of modulus $1.25$.

## 3. The effective potential

**Theorem.** The part of the second-order S-matrix in which two electrons exchange one photon is
$$S=-2\pi i\,\delta(E_c+E_d-E_a-E_b)\left[\langle cd|V(\omega)|ab\rangle-\langle dc|V(\omega')|ab\rangle\right],$$
$$V(\omega)=(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\frac{e^{i|\omega|r/c}}{r},\qquad \omega=E_a-E_c,\quad \omega'=E_a-E_d .$$

*Proof.* The second-order term is $\frac{(-i)^2}{2}\iint dt\,dt'\,T[H_{\rm int}(t)H_{\rm int}(t')]$. The two minus signs of $H_{\rm int}$ multiply to $+1$. Contracting the photon fields and leaving the electron fields uncontracted gives
$$-\frac12\iint d^4x\,d^4x'\,{:}\psi^\dagger\alpha_\mu\psi(x)\,\psi^\dagger\alpha_\nu\psi(x'){:}\,\langle TA^\mu(x)A^\nu(x')\rangle ,$$
with $d^4x=dt\,d^3r$. Between $ab$ and $cd$ there are four terms. In two of them $a\to c$ and $b\to d$, with $a\to c$ at $x$ or at $x'$. These are equal, because the propagator is symmetric under interchange of its arguments, and they cancel the factor $\tfrac12$. The other two have $a\to d$, $b\to c$ and a minus sign from reordering fermion operators.

For the first pair, insert Lemma 1 and the time factors $e^{i(E_c-E_a)t}$ and $e^{i(E_d-E_b)t'}$:
$$-i\int\frac{dz}{2\pi}\int dt\,e^{i(E_c-E_a-z)t}\int dt'\,e^{i(E_d-E_b+z)t'}\;\langle cd|\alpha_{1\mu}\alpha_2^{\mu}\frac{e^{i|z|r/c}}{r}|ab\rangle .$$
The time integrals are $2\pi\delta(E_c-E_a-z)$ and $2\pi\delta(E_d-E_b+z)$. The first sets $z=-\omega$, and $|z|=|\omega|$. The second becomes the overall energy delta function, and the factors of $2\pi$ leave $-2\pi i$. Finally $\alpha_{1\mu}\alpha_2^\mu=1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2$. Interchanging $c$ and $d$ gives the exchange term. $\square$

**Remark on the meaning of $V$.** The frequency belongs to the matrix element, so $V$ is a rule for matrix elements and not one fixed operator. The delta function also limits what has been determined. When $E_a+E_b\ne E_c+E_d$, the quantities $|E_a-E_c|$ and $|E_d-E_b|$ differ (except when $E_a-E_c=E_b-E_d$), and this S-matrix does not say which to use. Self-energy and vacuum polarization are of the same order in the coupling, but they are separate terms.

## 4. The energy shift

**Proposition 1.** Let the determinant $(ab)$ be unmixed with degenerate states by symmetry. Its one-photon-exchange shift is
$$\Delta E=\langle ab|V(0)|ab\rangle-\langle ba|V(E_a-E_b)|ab\rangle .$$

*Proof.* Multiply $H_{\rm int}$ by $\lambda e^{-\varepsilon|t|}$. For slow switching the state returns to itself with the accumulated phase of its shifted energy. The shift begins at order $\lambda^2$, since $H_{\rm int}$ changes the photon number by one, and
$$\langle S\rangle\simeq\exp\Big(-i\!\int\!\lambda^2e^{-2\varepsilon|t|}\Delta E\,dt\Big)=\exp(-i\lambda^2\Delta E/\varepsilon).$$
The coefficient of $\lambda^2$ gives $\Delta E=\lim_{\varepsilon\to0} i\varepsilon S_2$. If the state can decay, the limit taken with the whole of $S_2$, self-energy terms included, is complex, and its imaginary part is minus half the one-photon decay rate. The exchange part alone does not have this meaning; its imaginary part is found in Section 5.

In $S_2$ the damping factors depend on both times. Integrating over the mean time $\bar t$ at fixed $\tau$,
$$\varepsilon\int d\bar t\,e^{-\varepsilon|\bar t+\tau/2|-\varepsilon|\bar t-\tau/2|}=(1+\varepsilon|\tau|)e^{-\varepsilon|\tau|}\to1 ,$$
because $|\bar t|<|\tau|/2$ contributes a length $|\tau|$ and the two outer regions contribute $1/\varepsilon$, each times $e^{-\varepsilon|\tau|}$. The prefactors are $i\cdot(-1)\cdot i=1$, where the last $i$ is that of Lemma 1. What remains is $\int d\tau\,e^{-i\omega\tau}\int\frac{dz}{2\pi}e^{-iz\tau}V(z)=V(-\omega)=V(\omega)$. Setting $cd=ab$ gives $\omega=0$ in the direct term and $\omega'=E_a-E_b$ in the exchange term. $\square$

The step from S-matrix to energy is tested on a model with an independent answer: two two-level emitters of gap $\Omega=0.6$, coupled with strength $g$ to one boson mode of frequency $w=1.5$. The same argument gives the coupling that swaps an excitation as $-i g^2\int d\tau\,e^{i\Omega\tau-iw|\tau|}=2g^2w/(\Omega^2-w^2)=-1.587\,g^2$. Diagonalizing the Hamiltonian at $g=0.003$ gives $-1.5873\,g^2$. The damped double time integral at $\varepsilon=0.03$, summed on a time grid, gives $-1.5885\,g^2$ (the last digit carries the grid error); the difference of $0.08\%$ of the coupling is of the expected size: $(1+\varepsilon|\tau|)e^{-\varepsilon|\tau|}\approx1-\varepsilon^2\tau^2/2$, and inserting $-\varepsilon^2\tau^2/2$ in the dominant half-line integral $\int_0^\infty d\tau\,e^{-i(w-\Omega)\tau}$ changes it by the fraction $\varepsilon^2/(w-\Omega)^2\approx0.1\%$.

## 5. Gauge

In Coulomb gauge the charges interact through the instantaneous $1/r$, and photons have transverse polarizations only.

**Proposition 2.** On the energy shell, for orbitals of one local $h$, Feynman and Coulomb gauge give the same matrix element.

*Proof.* Let $p=|\omega|/c$ and define
$$\rho_1=\langle c|e^{-i\mathbf k\cdot\mathbf r}|a\rangle,\quad \mathbf j_1=\langle c|\boldsymbol\alpha e^{-i\mathbf k\cdot\mathbf r}|a\rangle,\quad \rho_2=\langle d|e^{i\mathbf k\cdot\mathbf r}|b\rangle,\quad \mathbf j_2=\langle d|\boldsymbol\alpha e^{i\mathbf k\cdot\mathbf r}|b\rangle .$$
By the proof of Lemma 1,
$$\langle cd|V(\omega)|ab\rangle=4\pi\int\frac{d^3k}{(2\pi)^3}\frac{\rho_1\rho_2-\mathbf j_1\cdot\mathbf j_2}{k^2-p^2-i0}.$$
A local $U$ commutes with $e^{\mp i\mathbf k\cdot\mathbf r}$, so $[h,e^{\mp i\mathbf k\cdot\mathbf r}]=\mp c\,\boldsymbol\alpha\cdot\mathbf k\,e^{\mp i\mathbf k\cdot\mathbf r}$. Taking matrix elements,
$$(E_c-E_a)\rho_1=-c\,\mathbf k\cdot\mathbf j_1,\qquad (E_d-E_b)\rho_2=c\,\mathbf k\cdot\mathbf j_2 .$$
On shell $E_a-E_c=E_d-E_b=\omega$, hence $c\,\mathbf k\cdot\mathbf j_i=\omega\rho_i$ for both electrons. The components along $\mathbf k$ contribute $p^2\rho_1\rho_2/k^2$ to $\mathbf j_1\cdot\mathbf j_2$, and
$$\frac{\rho_1\rho_2-\mathbf j_1\cdot\mathbf j_2}{k^2-p^2}=\frac{\rho_1\rho_2(1-p^2/k^2)-\mathbf j_{1T}\cdot\mathbf j_{2T}}{k^2-p^2}=\frac{\rho_1\rho_2}{k^2}-\frac{\mathbf j_{1T}\cdot\mathbf j_{2T}}{k^2-p^2}.$$
The first term is the Fourier form of $1/r$. The second is the exchange of transverse photons. $\square$

The proof shows where equality can fail: off the energy shell, when $\omega$ is replaced by zero in a transition, or with orbitals of a nonlocal potential such as Hartree–Fock exchange.

**Corollary (imaginary part).** Let $E_b>E_a$. Then $\mathrm{Im}\langle ba|V|ab\rangle=-\Gamma_{b\to a}/2$, where $\Gamma_{b\to a}$ is the photon emission rate of a single electron from $b$ to $a$.

*Proof.* Here $\rho_2=\rho_1^*$ and $\mathbf j_2=\mathbf j_1^*$. The term $|\rho_1|^2/k^2$ is real. The imaginary part of $1/(k^2-p^2-i0)$ is $\pi\delta(k^2-p^2)$, which gives
$$\mathrm{Im}\langle ba|V|ab\rangle=-4\pi\,\frac{1}{8\pi^3}\,\pi\,\frac{p^2}{2p}\int d\Omega_k|\mathbf j_T|^2=-\frac{p}{4\pi}\int d\Omega_k|\mathbf j_T|^2 .$$
The golden rule, with the mode amplitude of Section 1, gives
$$\Gamma_{b\to a}=2\pi\int\frac{d^3k}{(2\pi)^3}\frac{2\pi c}{k}|\mathbf j_T|^2\delta(ck-|\omega|)=\frac{p}{2\pi}\int d\Omega_k|\mathbf j_T|^2. \qquad\square$$

Exchange enters $\Delta E$ with a minus sign and contributes $+i\Gamma_{b\to a}/2$. The self-energy of electron $b$ contains $-i\Gamma_{b\to n}/2$ for every lower bound (positive-energy) orbital $n$, occupied or not. The exchange term removes the part with $n=a$, as the Pauli principle requires.

## 6. Worked example: $1s{\uparrow}\,2s{\uparrow}$ at $Z=50$

Take two electrons and a point nucleus of charge 50, with hydrogenic Dirac orbitals $a=1s{\uparrow}$, $b=2s{\uparrow}$. This even-parity state with $J=M=1$ is a single determinant, so Proposition 1 applies.

**Radial form.** An $s$ orbital has upper part $P\chi/(\sqrt{4\pi}\,r)$ and lower part $-iQ(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi/(\sqrt{4\pi}\,r)$, with $\chi$ spin up along $\hat{\mathbf z}$. Using $\boldsymbol\sigma(\boldsymbol\sigma\cdot\hat{\mathbf r})=\hat{\mathbf r}+i\hat{\mathbf r}\times\boldsymbol\sigma$ and its adjoint,
$$4\pi r^2\psi_b^\dagger\psi_a=\rho,\qquad 4\pi r^2\psi_b^\dagger\boldsymbol\alpha\psi_a=iu\,\hat{\mathbf r}+w\,\hat{\mathbf r}\times\hat{\mathbf z},$$
$$\rho=P_aP_b+Q_aQ_b,\quad u=Q_bP_a-P_bQ_a,\quad w=P_bQ_a+Q_bP_a .$$
Expand $e^{ipr}/r=\sum_L(2L+1)\,ip\,j_L(pr_<)h_L(pr_>)P_L(\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2)$ and let $R_L[f,g]$ be the double radial integral of $f(r_1)g(r_2)$ with the kernel $ip\,j_Lh_L$. The charge term selects $L=0$. The currents select $L=1$, where the angular average of $3P_1\,\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$ is 1. The product $(\hat{\mathbf r}_1\times\hat{\mathbf z})\cdot(\hat{\mathbf r}_2\times\hat{\mathbf z})$ omits one of three equivalent components and gives $2/3$. Mixed terms vanish, because the average of $\hat r_{1i}\hat r_{2j}$ is proportional to $\delta_{ij}$. The exchange element is
$$K=R_0[\rho,\rho]-R_1[u,u]-\tfrac23R_1[w,w].$$
The direct element $J$ has $p=0$ and $u=0$.

**Numbers.** The exchanged energy is $\omega=968.13$ hartree, so $p=\omega/c=7.065$ per bohr. In hartree,
$$J=11.20989-0.05910=11.15079,$$
$$\mathrm{Re}\,K=1.28403-0.02500-0.05876=1.20027,$$
$$\mathrm{Re}\,\Delta E=11.15079-1.20027=9.95052\ \text{hartree}\approx270.77\ \text{eV}.$$
An independent momentum-space integration with explicit Dirac matrices gives $J$ and $\mathrm{Re}\,K$ to within $10^{-6}$ hartree.

**Gauge.** The radial current $u$ is longitudinal and the current $w$ is transverse. Proposition 2 thus says that $R_0[\rho,\rho]-R_1[u,u]$ equals the instantaneous Coulomb exchange. Indeed $1.28403-0.02500=1.25903$ hartree, and the two gauges agree to rounding error. If $\omega$ in the kernel is raised by $10\%$ with the orbitals unchanged, they differ by $5.3\times10^{-3}$ hartree.

Setting $\omega=0$ changes $\mathrm{Re}\,K$ by $-0.0230$ hartree ($-1.9\%$ of $K$) in Feynman gauge, but by $+0.00044$ hartree ($0.04\%$) in Coulomb gauge. Expanding $e^{ipr}/r=1/r+ip-p^2r/2+\dots$ explains the contrast. The constant $ip$ drops out of the charge term by orthogonality of the orbitals, and the next term is of order $p^2\propto1/c^2$. In Coulomb gauge only the transverse current term is retarded, and it already carries $1/c^2$ from the small components.

**Imaginary part.** $R_0[\rho,\rho]$ and $R_1[u,u]$ each have imaginary part $6.05\times10^{-4}$ hartree. These cancel, since a spherically symmetric oscillation does not radiate. The magnetic term leaves $\mathrm{Im}\,K=-1.141\times10^{-6}$ hartree. This is minus half the separately computed golden-rule rate for the single channel $2s{\uparrow}\to1s{\uparrow}$ (the spin-flip channel to $1s{\downarrow}$ is not included), $2.282\times10^{-6}$ atomic units or $9.4\times10^{10}\ \mathrm{s}^{-1}$.

**A near cancellation.** With the $1/r$ interaction alone, the same orbitals give $9.95086$ hartree. The rest of the photon exchange adds only $-0.05910+0.05876=-0.00034$ hartree (about $-0.009$ eV), although each part is near $0.06$. For slow electrons $Q\approx(P'-P/r)/2c$. With $\phi=P/r$, every $w$ becomes $r^2F'/2c$, where $F=\phi_a^2$ or $\phi_b^2$ in the direct term and $F=\phi_a\phi_b$ in the exchange term. For two such functions $F,G$ the static kernel $r_</3r_>^2$ requires
$$\frac1{r^2}\int_0^r\!s^3G'ds+r\int_r^\infty\!G'ds=-\frac{3}{r^2}\int_0^r\!s^2G\,ds ,$$
by parts in the first integral. Multiplying by $r^2F'/(12c^2)$ and integrating by parts again gives
$$R_1=\frac1{4c^2}\int_0^\infty r^2FG\,dr .$$
The product $FG$ is $\phi_a^2\phi_b^2$ in both terms, so they cancel at order $1/c^2$. This is a contact interaction, and electrons with parallel spins have no amplitude to coincide. The small remainder comes from relativistic corrections to the orbitals and from retardation.

**What is left out.** The result is the first-order exchange shift in this model. It omits exchange of two or more photons, self-energy, vacuum polarization, finite nuclear size and nuclear recoil, so its last digits describe the model and not a measured level.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.
propagator test, largest deviation = 2.1e-04 a.u.
boson model: gap = 0.6, mode = 1.5, coupling g = 0.003 (model units)
boson model: V/g^2 by diagonalization = -1.58729
boson model: V/g^2 by damped S-matrix = -1.58853
boson model: damping eps = 0.03 (model units)
nuclear charge Z = 50
1s energy minus rest energy = -1294.62615 hartree
2s energy minus rest energy = -326.49480 hartree
exchanged energy omega = 968.13135 hartree
photon wavenumber p = omega/c = 7.064796 1/bohr
p/Z (retardation phase at r = 1/Z) = 0.14130 rad
direct, charge part = 11.2098895 hartree
direct, alpha.alpha integral (subtracted) = 0.0590981 hartree
direct total J = 11.1507914 hartree
direct total J, momentum space = 11.1507911 hartree
exchange R0[rho rho], real = 1.2840250 hartree
exchange R0[rho rho], imaginary = 6.0543e-04 hartree
exchange R1[u u], real = 0.0249975 hartree
exchange R1[u u], imaginary = 6.0543e-04 hartree
exchange (2/3)R1[w w], real = 0.0587556 hartree
exchange (2/3)R1[w w], imaginary = 1.1410e-06 hartree
exchange total K, real = 1.2002719 hartree
exchange total K, imaginary = -1.1410e-06 hartree
K real, momentum space = 1.2002723 hartree
K imaginary, momentum space = -1.1410e-06 hartree
instantaneous Coulomb exchange = 1.2590275 hartree
K real, Coulomb gauge = 1.2002719 hartree
gauge difference on shell = 2.3e-15 hartree
gauge difference with omega raised 10% = 5.314e-03 hartree
K with omega = 0, Feynman gauge = 1.1772861 hartree
K with omega = 0, Coulomb gauge = 1.2007126 hartree
error of omega = 0, Feynman gauge = -2.299e-02 hartree
error of omega = 0, Coulomb gauge = 4.407e-04 hartree
golden-rule rate 2s up to 1s up = 2.2821e-06 a.u.
golden-rule rate 2s up to 1s up = 9.4344e+10 1/s
imaginary part of J - K = 1.1410e-06 hartree
Coulomb-only shift = 9.9508620 hartree
energy shift Re(J - K) = 9.9505195 hartree
energy shift Re(J - K) = 270.7674 eV
part beyond Coulomb = -0.0003425 hartree
part beyond Coulomb = -0.0093 eV
Z = 1 check: J = 0.2098814, 17/81 = 0.2098765 hartree
Z = 1 check: K = 0.0219486, 16/729 = 0.0219479 hartree
```
